# The Inverse-Fourth-Power Tail of the Neutral Thomas-Fermi Atom, part 2

An ion-implantation calculation can set the force between an ion and a target atom to zero beyond a cutoff separation. The choice of cutoff depends on how the screening function decays. Here that function is $y$ of the neutral Thomas-Fermi atom: a point nucleus of charge $Ze$, with $e>0$, and $Z$ electrons of charge $-e$ and mass $m$, treated at each point as a uniform Fermi gas at zero temperature, without exchange or correlation. Gaussian units are used.

The electron density $n$, with local Fermi momentum $p_F$ given by $p_F^2/2m=\mu+e\Phi$, is

$$n=\frac{2}{(2\pi\hbar)^3}\,\frac{4\pi p_F^3}{3}=\frac{[2m(\mu+e\Phi)]^{3/2}}{3\pi^2\hbar^3}. \tag{1}$$

The chemical potential $\mu$ is zero for a neutral atom. The electrostatic potential $\Phi$ vanishes at infinity and is written

$$\Phi(r)=\frac{Ze}{r}\,y(x),\qquad x=\frac ra, \tag{2}$$

where, with the Bohr radius $a_0=\hbar^2/(me^2)$,

$$a=b\,a_0Z^{-1/3},\qquad b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}. \tag{3}$$

With primes for derivatives with respect to $x$, the screening function obeys

$$y''=\frac{y^{3/2}}{x^{1/2}},\qquad y(0)=1, \tag{4}$$

and $y\to0$ at infinity. A solution of the differential equation is fixed by $y$ and $y'$ at one point. The function $144/x^3$ also solves it, but is infinite at the origin.

The charge inside radius $r$ is

$$-r^2\frac{d\Phi}{dr}=Ze\,(y-xy'). \tag{5}$$

The ratio $w$ of $y$ to its limiting law satisfies

$$w(x)\equiv\frac{x^3y(x)}{144}\le1. \tag{10}$$

It never decreases, and it tends to one:

$$\lim_{x\to\infty}x^3y(x)=144. \tag{17}$$

The local exponent

$$\nu(x)=-\frac{d\ln y}{d\ln x}=-\frac{xy'}{y} \tag{18}$$

tends to three without exceeding it, and $d\ln w/d\ln x=3-\nu$. The next question is how fast $w$ approaches one.

### How the limit is approached

Let $t=\ln x$ and let a dot denote $d/dt$. Then $x^2y''=\ddot y-\dot y$. Inserting $y=144e^{-3t}w$, whose derivatives are

$$\dot y=144e^{-3t}(\dot w-3w),\qquad \ddot y=144e^{-3t}(\ddot w-6\dot w+9w),$$

gives $x^2y''=144x^{-3}(\ddot w-7\dot w+12w)$. The other side of the equation is $x^{3/2}y^{3/2}=1728x^{-3}w^{3/2}$. Hence

$$\ddot w-7\dot w+12w=12w^{3/2}. \tag{20}$$

Put $w=1-q$, where $q\ge0$ decreases to zero. It is never equal to zero: if it were, $w$ would stay at one from there on, and by uniqueness $y$ would be $144/x^3$ everywhere. Equation (20) becomes

$$\ddot q-7\dot q-6q=-F(q),\qquad F(q)=12\left[(1-q)^{3/2}-1+\tfrac32q\right]. \tag{21}$$

For small $q$, $F=\frac92q^2+\dots$, and the remaining coefficients of this series are positive. Thus $F$ increases with $q$, and $F/q^2$ is at most its value at $q=1$, which is 6.

The linear part has solutions $e^{\beta t}$ with $\beta^2-7\beta-6=0$. The roots are $\beta_+=(7+\sqrt{73})/2$ and $-\sigma$, where

$$\sigma=\frac{\sqrt{73}-7}{2}=0.772. \tag{22}$$

To see that the decaying root governs $q$, define $g=\dot q+\sigma q$. Equation (21) is then $\dot g-\beta_+g=-F$. Since $\dot w=(3-\nu)w\to0$, $g$ tends to zero, and the solution that does not grow is

$$g(t)=\int_t^\infty e^{\beta_+(t-t')}F(q(t'))\,dt'. \tag{23}$$

Because $q$ decreases and $F$ increases with $q$, $F(q(t'))\le F(q(t))$, and therefore $0\le g\le F(q)/\beta_+\le6q^2/\beta_+$. It follows that

$$0\le\frac{d}{dt}\ln(e^{\sigma t}q)=\frac gq\le\frac{6q}{\beta_+}. \tag{24}$$

Once $q$ is small, $\dot q\le-\frac12\sigma q$, so $q$ decays exponentially in $t$ and its integral converges. The logarithm in Eq. (24) then has a finite limit, which is called $\ln C$. Thus $q\simeq u$ with $u=Cx^{-\sigma}$.

The next term comes from inserting $F\simeq\frac92u^2$ in Eq. (23), which gives $g\simeq\frac92u^2/(\beta_++2\sigma)$. Integration of $d(e^{\sigma t}q)/dt=e^{\sigma t}g$ inward from infinity gives

$$w=1-u+c_2u^2+\dots,\qquad c_2=\frac{9/2}{\sigma(\beta_++2\sigma)}=\frac{9/2}{18-14\sigma}. \tag{25}$$

The last step uses $\beta_+=7+\sigma$ and $\sigma^2=6-7\sigma$. Numerically $c_2=0.626$.

The constant $C$ depends on the condition at the nucleus and has to be computed. Equation (4) was solved for $\ln y$ as a function of $\ln x$, with a prescribed logarithmic slope at $x=10^7$; the number 144 was not imposed. Two different slopes there gave the same solution for $x\le10^5$ to within rounding. The numerical output collects the results, some of which are these:

| $x$ | $y$ | $w$ | $\nu$ |
|---:|---:|---:|---:|
| 10 | 0.0243 | 0.169 | 1.89 |
| 100 | $1.002\times10^{-4}$ | 0.696 | 2.73 |
| 1000 | $1.351\times10^{-7}$ | 0.938 | 2.95 |
| 10000 | $1.425\times10^{-10}$ | 0.989 | 2.99 |

Solving Eq. (25) for $u$ at $x=10^4$ and at $10^5$ gives $C=13.27$ both times. The exponent obtained directly from $1-w$ at these two points is 0.7696, slightly below $\sigma=0.7720$. Equation (25) accounts for the difference. The values of $u$ are 0.0108 and 0.0018, and the factor $1-c_2u$ in $1-w$ changes the measured exponent by about $-0.626(0.0108-0.0018)/\ln10=-0.0024$.

The approach is slow for two reasons. The length $C^{1/\sigma}\simeq28$ that sets its scale is large, and far beyond it $1-w$ falls only as about $x^{-0.77}$. For $w=0.9$, Eq. (25) requires $u-0.626u^2=0.1$, so $u=0.1072$ and $x=(13.27/0.1072)^{1/0.772}\simeq514$. The numerical solution gives 516. At $x=10$ the limiting law is too large by a factor of about six. It is an upper bound there, but a poor estimate.

### The tail in physical units

Equation (17) gives $e\Phi\to144Ze^2a^3/r^4$. From Eq. (3), $a^3=b^3a_0^3/Z$ with $b^3=\frac18\cdot\frac{9\pi^2}{16}=9\pi^2/128$. The nuclear charge cancels:

$$e\Phi(r)\to\frac{81\pi^2}{8}\,\frac{e^2a_0^3}{r^4}. \tag{26}$$

A larger nucleus binds more electrons, but within this model the outermost potential is the same for every $Z$. The coefficient is $99.930\times14.3996\times(0.529177)^3=213.2\ \mathrm{eV\,\text{Å}^4}$.

For the density, insert Eq. (26) in Eq. (1) with $\mu=0$ and $2m/\hbar^2=2/(e^2a_0)$:

$$n\to\frac1{3\pi^2}\left(\frac{81\pi^2a_0^2}{4r^4}\right)^{3/2}
=\frac1{3\pi^2}\left(\frac{9\pi}{2}\right)^3\frac{a_0^3}{r^6}
=\frac{243\pi}{8}\,\frac{a_0^3}{r^6}. \tag{27}$$

The number of electrons outside radius $r$ follows from Eq. (5). In a neutral atom it equals the net positive charge number inside:

$$N_{>}(r)=Z(y-xy')=Z\,\frac{144\,w(1+\nu)}{x^3}\le\frac{576Z}{x^3}=\frac{81\pi^2}{2}\,\frac{a_0^3}{r^3}. \tag{28}$$

The inequality uses $w\le1$ and $\nu\le3$, and it becomes an equality in the limit. Integrating $4\pi r^2n$ with Eq. (27) from $r$ to infinity gives the same limiting value.

### Where the model ceases to describe an atom

The bound in Eq. (28) falls to one electron at $r=(81\pi^2/2)^{1/3}a_0\simeq7.4a_0$, or about 3.9 Å. Beyond this distance the Thomas-Fermi atom of any $Z$ contains less than one electron, and a statistical treatment of its density has lost its basis.

The local Fermi-gas assumption fails in the same region. It requires the reduced Fermi wavelength $\hbar/p_F$ to be much smaller than the distance over which the potential changes, which is of order $r$. Since $p_F^2=2me\Phi$ and $e\Phi$ does not exceed the limiting law (26),

$$\frac{\hbar}{p_Fr}\ge\frac{2r}{9\pi a_0}. \tag{29}$$

At $r=10a_0$ the right side is already 0.7. This is only a lower bound. The actual value is $\hbar/(p_Fr)=(2Zry/a_0)^{-1/2}$, which for silicon is 1.1 at $10a_0$, has its smallest value, 0.45, near $0.8a_0$, and grows without bound toward the nucleus. For an atom as light as silicon the assumption is thus at best marginal at every radius.

In a quantum-mechanical mean field that is local and vanishes at infinity, an electron with binding energy $I>0$ has a radial function $f$ that obeys $f''\simeq(2mI/\hbar^2)f$ far out. To leading order it decays as $\exp(-\sqrt{2mI}\,r/\hbar)$. The neutral Thomas-Fermi atom has $\mu=0$, so no binding energy is available to set such a length.

Hydrogen shows the difference without approximation in its nonrelativistic ground state with a fixed point nucleus. With $\rho=r/a_0$, the density is $e^{-2\rho}/(\pi a_0^3)$, and the potential is

$$e\Phi_{\rm H}=\frac{e^2}{a_0}\,\frac{(1+\rho)e^{-2\rho}}{\rho}. \tag{30}$$

To check this, differentiate $h=(1+\rho)e^{-2\rho}$. The first derivative is $-(1+2\rho)e^{-2\rho}$ and the second is $4\rho e^{-2\rho}$. Hence $h''/\rho=4e^{-2\rho}$, which is $4\pi a_0^3$ times the density, as Poisson's equation requires. Also $h(0)=1$, and $h$ vanishes at infinity. At $r=10a_0$ Eq. (30) gives $6.2\times10^{-8}$ eV, while the Thomas-Fermi potential is 0.052 eV. Hydrogen is an extreme case for a statistical model, but it shows that the power tail comes from the model.

### A silicon atom

For $Z=14$, Eq. (3) gives $a=0.8853\times0.5292/14^{1/3}=0.1944$ Å. At $r=5$ Å the reduced radius is $5/0.1944=25.7$. The bare nuclear term is $14\times14.40/5=40.3$ eV, and the Thomas-Fermi potential is 0.131 eV. The limiting law gives $213.2/5^4=0.341$ eV, so $w=0.131/0.341=0.38$.

| $r$ (Å) | $e\Phi$ (eV) | limiting law (eV) |
|---:|---:|---:|
| 1 | 15.2 | 213 |
| 5 | 0.131 | 0.341 |
| 20 | $9.35\times10^{-4}$ | $1.33\times10^{-3}$ |
| 100 | $1.92\times10^{-6}$ | $2.13\times10^{-6}$ |

The ratio $w$ reaches one half at 7.9 Å, 0.9 at about 100 Å and 0.99 at about 2100 Å. By Eq. (28), all three distances lie where the model atom has less than one electron left outside. The limiting law is thus a property of the equation and has no range in which it describes a silicon atom.

### The cutoff in an implantation potential

One form of the potential between an ion and a target atom is

$$V(r)=\frac{Z_1Z_2e^2}{r}\,y\!\left(\frac r{a_{12}}\right),\qquad
a_{12}=\frac{b\,a_0}{(Z_1^{1/2}+Z_2^{1/2})^{2/3}}, \tag{31}$$

with Firsov's screening length $a_{12}$. Using the one-atom function $y$ for a pair is an assumption of this form and does not follow from Eq. (4). Once it is made, Eqs. (10) and (17) carry over: $V$ is bounded by $144Z_1Z_2e^2a_{12}^3/r^4$ and approaches this bound at large $r$.

Molière's function replaces $y$ by

$$y_M(x)=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}. \tag{32}$$

At $x=3$ it gives 0.157, as does the Thomas-Fermi function. At $x=30$ it gives $4.3\times10^{-5}$ against $2.3\times10^{-3}$. At the largest radii in the numerical output it is printed as zero because it lies below the smallest number the arithmetic can represent.

For arsenic on silicon, $Z_1=33$, $Z_2=14$ and $a_{12}=0.1045$ Å. The two potentials are:

| $r$ (Å) | Thomas-Fermi (eV) | Molière (eV) |
|---:|---:|---:|
| 0.5 | 1120 | 1133 |
| 1 | 176 | 132 |
| 2 | 21.2 | 3.7 |
| 5 | 0.94 | $2.7\times10^{-4}$ |

At 0.5 Å they differ by only about one percent. At 2 Å the Thomas-Fermi value is nearly six times the other. Neither column should be read as the interaction of real atoms at 1 Å and beyond. A density-functional calculation for the free neutral pair (PBE functional, def2-SVP basis) gives roughly 80 eV at 1 Å and a chemical attraction of about 3 eV at 2 Å, where both functions are repulsive.

The bound gives a direct estimate of the cutoff. Its coefficient is $144\times33\times14\times14.40\times(0.1045)^3\simeq1090\ \mathrm{eV\,\text{Å}^4}$, so the Thomas-Fermi potential is certainly below 1 eV beyond $1090^{1/4}\simeq5.7$ Å. The table shows that it is already slightly below 1 eV at 5 Å. In the limiting regime, lowering the tolerated potential by a factor of 16 doubles the cutoff radius. For Molière's function, whose slowest term decays as $e^{-0.3x}$, the same factor costs at most about $a_{12}\ln16/0.3\simeq1$ Å once that term dominates.

A long cutoff chosen to retain the Thomas-Fermi tail would therefore spend effort on a feature that the atoms do not have. If $y$ is used at all, its use should be confined to close collisions. At larger separations a screening function with exponential decay has the right kind of falloff for the electrostatic interaction of two neutral atoms whose charge clouds are spherical and keep their shape, though its decay constants need support from a calculation or measurement for the pair in question. Only the kind of falloff agrees, not the sign. Where such clouds overlap weakly their electrostatic energy is attractive: for two hydrogen atoms at separation $\rho a_0$ it is $(e^2/a_0)e^{-2\rho}(1/\rho+\frac58-\frac34\rho-\frac16\rho^2)$, or $-0.52$ eV at $\rho=2$. At such distances the real interaction also depends on the exclusion principle and on chemical bonding, which Eq. (31) does not describe. For two neutral atoms, two weak interactions that fall as a power of the distance are contained in neither function. One is the attraction that arises when the atoms polarize each other. The other occurs between free atoms in states that have permanent quadrupole moments, as some states of open-shell atoms do: it falls as $1/r^5$ and depends on their orientation. If the projectile carries a net charge $qe$, it also polarizes the target atom, which gives the attraction $-\alpha q^2e^2/(2r^4)$, with $\alpha$ the polarizability. This has the same power as the Thomas-Fermi tail, but the opposite sign and a different origin. For a free silicon atom, with $\alpha\approx40a_0^3$ and $q=1$, it is about $-0.07$ eV at 5 Å. Inside a solid it is modified by the screening of the surrounding medium.

## Calculated quantities

```
B = -y'(0): 1.5881
largest bracket gap in ln y, x <= 1e5: 3.6e-15
y(5): boundary 0.078808, outward 0.078812
y(10): boundary 0.024314, integral 0.024314
electron number / Z: 1.0000000
fraction outside x=1e4: 5.680e-10, law 5.760e-10
x | y | 144/x^3 | w | local exponent -g | Moliere
1 | 4.2401e-01 | 1.4400e+02 | 0.0029 | 0.6462 | 4.252e-01
3 | 1.5663e-01 | 5.3333e+00 | 0.0294 | 1.1962 | 1.573e-01
10 | 2.4314e-02 | 1.4400e-01 | 0.1688 | 1.8931 | 1.743e-02
30 | 2.2558e-03 | 5.3333e-03 | 0.4230 | 2.4027 | 4.319e-05
100 | 1.0024e-04 | 1.4400e-04 | 0.6961 | 2.7327 | 3.275e-14
1000 | 1.3513e-07 | 1.4400e-07 | 0.9384 | 2.9513 | 1.802e-131
10000 | 1.4245e-10 | 1.4400e-10 | 0.9892 | 2.9917 | 0.000e+00
100000 | 1.4374e-13 | 1.4400e-13 | 0.9982 | 2.9986 | 0.000e+00
sigma: formula 0.7720, numerical 0.7696
c2: 0.6257; C from x=1e4: 13.271, from x=1e5: 13.271
b: 0.88534; 81 pi^2/8: 99.930
a0: 0.529177 angstrom; e^2: 14.3996 eV angstrom
tail coefficient of e*Phi: 213.23 eV angstrom^4
silicon Z=14, a: 0.1944 angstrom
silicon Poisson ratio at 1 angstrom: 1.00008
silicon: r (angstrom) | x | e*Phi (eV) | tail law (eV)
1 | 5.14 | 1.5222e+01 | 2.1323e+02
2 | 10.29 | 2.3218e+00 | 1.3327e+01
5 | 25.72 | 1.3104e-01 | 3.4117e-01
10 | 51.44 | 1.1846e-02 | 2.1323e-02
20 | 102.89 | 9.3474e-04 | 1.3327e-03
100 | 514.44 | 1.9185e-06 | 2.1323e-06
w = 0.5: x = 40.8, silicon r = 7.9 angstrom
w = 0.9: x = 516.4, silicon r = 100.4 angstrom
w = 0.99: x = 11006.9, silicon r = 2139.6 angstrom
e*Phi/tail at 1e4 angstrom: Z=14 0.9969, Z=80 0.9980
silicon density/tail law at 1e4 angstrom: 0.9954
hydrogen at 10 a0: exact 6.170e-08 eV, Thomas-Fermi 5.233e-02 eV
As-Si Firsov length: 0.1045 angstrom
As-Si: r (angstrom) | x | V Thomas-Fermi (eV) | V Moliere (eV)
0.5 | 4.78 | 1.1200e+03 | 1.1327e+03
1.0 | 9.56 | 1.7587e+02 | 1.3212e+02
2.0 | 19.13 | 2.1247e+01 | 3.7465e+00
5.0 | 47.82 | 9.4284e-01 | 2.7357e-04
```
